**Relaxation of a MOS capacitor from deep depletion**

The program tests the filling law of a p-type MOS capacitor, whose time unit is \(T_0=\tau_gN/n_i\), with \(\tau_g\) the sum of the electron and hole lifetimes, \(N\) the doping and \(n_i\) the intrinsic density. It asserts that trap occupancy followed in time reproduces the steady generation rate for five choices of level, densities and lifetimes. It asserts that time integration of the charge with the gate equation reproduces the closed formula \(t_Z\), which takes the generation width as \(W-W_f\), the depletion width minus its final value. Depth integration of the full trap rate is compared with zone edges at \(p=2n_i\) and \(n=2n_i\) (within 2%) and with the final exponential time constant (within 5%). For four combinations of oxide and doping, the 90% filling time is asserted to lie between \(t_Za/W_f\) and \(t_Z\), where \(a\) is the depletion depth belonging to the bulk potential. For \(N=10^{15}\ \mathrm{cm^{-3}}\), a 50 nm oxide, a 5 V step and lifetimes of 1 μs, the output gives 3.3 s, against 0.1 s for lifetime times \(N/n_i\). The sizes of the neglected effects are printed as estimates and are not asserted.

## Verification by program

```python
"""
Relaxation of a p-type MOS capacitor from deep depletion.
Result under test: the inversion charge fills on the scale
  T0 = tau_g*N/n_i,  tau_g = tau_n + tau_p (midgap trap),
multiplied by a factor from the oxide. With generation width W - Wf,
  t_Z = T0*[(1+r*Wf)*ln((W0-Wf)/(W-Wf)) + r*(W0-W)],  r = Cox/eps,
and the time for the real generation zone lies between t_Z*a/Wf and t_Z.
N: doping, n_i: intrinsic density, W: depletion width (W0 start, Wf end),
a: depletion depth belonging to the bulk potential phi_F,
Q: electron charge per area (magnitude), Vg: gate voltage from flat band.
Internal units: cm, s, V, C, F.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq

q = const.e
eps_si = 11.7 * const.epsilon_0 * 1e-2
eps_ox = 3.9 * const.epsilon_0 * 1e-2
tau = 1e-6                      # electron and hole lifetime, s
tau_g = 2 * tau


def srh(n, p, ni, tn, tp, level=0.0):
    """Net pair generation; level = (Et - Ei)/kT."""
    return (ni**2 - n * p) / (tp * (n + ni * np.exp(level))
                              + tn * (p + ni * np.exp(-level)))


class Capacitor:
    def __init__(self, N, tox_nm, Vg, T=300.0, ni=1e10):
        self.N, self.Vg, self.ni = N, Vg, ni
        self.vt = const.k * T / q
        self.cox = eps_ox / (tox_nm * 1e-7)
        self.r = self.cox / eps_si
        self.A = q * N / (2 * eps_si)          # psi = A*W^2
        self.phi = self.vt * np.log(N / ni)
        self.a = np.sqrt(self.phi / self.A)
        self.T0 = tau_g * N / ni
        self.Qf = brentq(self.splitting, 1e-6 * self.cox * Vg,
                         0.9999 * self.cox * Vg, xtol=1e-22)
        self.W0, self.Wf = self.width(0.0), self.width(self.Qf)

    def width(self, Q):
        B = q * self.N / self.cox
        C = self.Vg - Q / self.cox
        return (-B + np.sqrt(B**2 + 4 * self.A * C)) / (2 * self.A)

    def surface_density(self, Q):
        QB = q * self.N * self.width(Q)
        return (Q**2 + 2 * Q * QB) / (2 * eps_si * q * self.vt)

    def splitting(self, Q):
        """Quasi-Fermi level splitting in volts."""
        ns = self.surface_density(Q)
        return (self.A * self.width(Q)**2
                - self.vt * np.log(ns * self.N / self.ni**2))

    def full_rate(self, Q):
        """Pairs per area and time: quadrature of the trap rate."""
        W = self.width(Q)
        y = np.linspace(0, W, 4001)
        psi = self.A * y**2
        p = self.N * np.exp(-psi / self.vt)
        n = self.surface_density(Q) * np.exp((psi - psi[-1]) / self.vt)
        return trapezoid(srh(n, p, self.ni, tau, tau), y)

    def zone_rate(self, Q):
        W = self.width(Q)
        w = np.sqrt(W**2 - self.Wf**2 + self.a**2) - self.a
        return self.ni * w / tau_g

    def fill_time(self, fraction, rate):
        x, wt = np.polynomial.legendre.leggauss(60)
        Qs = 0.5 * fraction * self.Qf * (x + 1)
        vals = np.array([1 / (q * rate(Q)) for Q in Qs])
        return 0.5 * fraction * self.Qf * np.dot(wt, vals)

    def closed_time(self, fraction):
        W = self.width(fraction * self.Qf)
        return self.T0 * ((1 + self.r * self.Wf)
                          * np.log((self.W0 - self.Wf) / (W - self.Wf))
                          + self.r * (self.W0 - W))


# Trap occupancy followed in time, against the steady rate formula
# (densities in units of n_i, trap density scaled to one).
for lev, n, p, tn, tp in [(0, 0, 0, 1, 1), (0, 0, 0, 1, 3),
                          (3, 0, 0, 1, 1), (-2, 0.3, 0.1, 2, 1),
                          (1, 5.0, 0.01, 1, 2)]:
    cn, cp = 1 / tn, 1 / tp
    en, ep = cn * np.exp(lev), cp * np.exp(-lev)
    total = cn * n + cp * p + en + ep
    sol = solve_ivp(lambda t, f: cn * n * (1 - f) - en * f
                    - cp * p * f + ep * (1 - f),
                    (0, 40 / total), [0.0], rtol=1e-9, atol=1e-13)
    f = sol.y[0, -1]
    emitted = en * f - cn * n * (1 - f)
    assert abs(emitted / srh(n, p, 1.0, tn, tp, lev) - 1) < 1e-4

dev = Capacitor(1e15, 50.0, 5.0)

# Charge integrated in time with the gate equation, against t_Z.
tz90 = dev.closed_time(0.9)
sol = solve_ivp(lambda t, Q: q * dev.ni * (dev.width(Q) - dev.Wf) / tau_g,
                (0, tz90), [0.0], rtol=1e-9, atol=1e-17)
assert abs(sol.y[0, -1] / (0.9 * dev.Qf) - 1) < 1e-5

# Edges of the generation zone at p = 2 n_i and n = 2 n_i; the 2 percent
# allows for the change of field across each thermally smeared edge.
for frac in (0.05, 0.5, 0.9):
    Q = frac * dev.Qf
    inner = dev.vt * np.log(dev.N / (2 * dev.ni))
    outer = (dev.A * dev.width(Q)**2
             - dev.vt * np.log(dev.surface_density(Q) / (2 * dev.ni)))
    w_edges = (np.sqrt(outer) - np.sqrt(inner)) / np.sqrt(dev.A)
    assert abs(dev.full_rate(Q) * tau_g / dev.ni / w_edges - 1) < 0.02

# Last exponential tail; 5 percent covers the small drift of the
# surface potential with Q and the curvature of the field profile.
Q = dev.Qf * (1 - 1e-4)
tail_num = (dev.Qf - Q) / (q * dev.full_rate(Q))
tail = dev.T0 * (1 + dev.r * dev.Wf) * dev.a / (2 * dev.Wf)
assert abs(tail_num / tail - 1) < 0.05

# Full relaxation against the bracket, for several capacitors.
cases = [(1e15, 50.0), (1e15, 100.0), (1e15, 200.0), (1e16, 50.0)]
factors = []
for N, tox in cases:
    c = Capacitor(N, tox, 5.0)
    tz = c.closed_time(0.9)
    t_zone = c.fill_time(0.9, c.zone_rate)
    t_full = c.fill_time(0.9, c.full_rate)
    assert tz * c.a / c.Wf < t_zone < tz
    assert tz * c.a / c.Wf < t_full < tz
    assert abs(t_full / t_zone - 1) < 0.15
    factors.append(t_full / (tau * N / c.ni))
assert factors[0] > factors[1] > factors[2]

# Sizes of neglected effects for the example's own numbers.
t90 = dev.fill_time(0.9, dev.full_rate)
G0 = dev.ni * dev.W0 / tau_g
F0 = q * dev.N * dev.W0 / eps_si                       # V/cm
Fox = (dev.Qf + q * dev.N * dev.Wf) / eps_ox           # V/cm
hbar, m0 = const.hbar, const.m_e


def tunnel_field(mass, barrier_eV):
    """B in exp(-B/F) for a triangular barrier, V/cm."""
    return (4 * np.sqrt(2 * mass * m0) * (barrier_eV * q)**1.5
            / (3 * q * hbar)) * 1e-2


def field_enhancement(F):
    """Extra emission by trap-assisted tunnelling, relative to thermal."""
    depth = 0.56
    K = tunnel_field(0.25, depth) / F
    b = depth / dev.vt
    s = np.linspace(0, min(30.0, K**(2 / 3)), 3001)
    return b * K**(-2 / 3) * trapezoid(
        np.exp(b * K**(-2 / 3) * s - s**1.5), s)


fields = (np.arange(200) + 0.5) / 200 * F0
enh = np.mean([field_enhancement(F) for F in fields])
ionization = dev.W0 * np.mean(7e5 * np.exp(-1.23e6 / fields))
A_fn = q**3 / (8 * np.pi * const.h * 0.42 * 3.1 * q)   # A/V^2
log_fn = (np.log10(A_fn * Fox**2 / (q * G0))
          - tunnel_field(0.42, 3.1) / Fox / np.log(10))
log_bb = -tunnel_field(0.2, 1.12) / F0 / np.log(10)
diffusion = dev.ni**2 / dev.N * np.sqrt(36.0 / tau) / G0
perimeter = 0.5 * dev.ni * 100.0 * 2 * dev.W0 / 0.05 / G0
quench = dev.vt * dev.ni * eps_si / (q * dev.N * dev.W0)
ni_hot = 1e10 * (350 / 300)**1.5 * np.exp(
    1.21 * q / (2 * const.k) * (1 / 300 - 1 / 350))
hot = Capacitor(1e15, 50.0, 5.0, 350.0, ni_hot)
cap = lambda W: 1e9 / (1 / dev.cox + W / eps_si)

print(f"Doping N = {dev.N:.1e} cm^-3; n_i = {dev.ni:.1e} cm^-3")
print("Oxide 50 nm; gate step 5 V from flat band; 300 K")
print(f"Electron and hole lifetime = {tau*1e6:.1f} us each")
print(f"Generation lifetime tau_g = {tau_g*1e6:.1f} us")
print(f"Thermal voltage = {dev.vt*1e3:.2f} mV")
print(f"Bulk potential phi_F = {dev.phi:.4f} V")
print(f"Oxide capacitance = {dev.cox*1e9:.2f} nF/cm2")
print(f"Initial width W0 = {dev.W0*1e4:.3f} um")
print(f"Final width Wf = {dev.Wf*1e4:.3f} um")
print(f"Depth a = {dev.a*1e4:.3f} um; Wf/a = {dev.Wf/dev.a:.3f}")
print(f"Initial surface potential = {dev.A*dev.W0**2:.3f} V")
print(f"Final surface potential = {dev.A*dev.Wf**2:.3f} V")
print(f"Initial capacitance = {cap(dev.W0):.2f} nF/cm2")
print(f"Final high-frequency capacitance = {cap(dev.Wf):.2f} nF/cm2")
print(f"Final electron density = {dev.Qf/q:.3e} cm^-2")
print(f"Acceptors uncovered then re-covered = "
      f"{dev.N*(dev.W0-dev.Wf):.3e} cm^-2")
print(f"Generation n_i/tau_g = {dev.ni/tau_g:.2e} cm^-3 s^-1")
print(f"Topic estimate tau*N/n_i = {tau*dev.N/dev.ni:.3f} s")
print(f"T0 = tau_g*N/n_i = {dev.T0:.3f} s")
print(f"Oxide factor 1 + Cox*Wf/eps = {1+dev.r*dev.Wf:.3f}")
for frac in (0.1, 0.5, 0.9, 0.99):
    print(f"Time to {100*frac:.0f} % of final charge, full rate = "
          f"{dev.fill_time(frac, dev.full_rate):.3f} s")
print(f"Width at 90 % = {dev.width(0.9*dev.Qf)*1e4:.3f} um")
print(f"90 % time, sharp zone = {dev.fill_time(0.9, dev.zone_rate):.3f} s")
print(f"90 % time, closed formula t_Z = {tz90:.3f} s")
print(f"90 % time, lower bound t_Z*a/Wf = {tz90*dev.a/dev.Wf:.3f} s")
print(f"Tail constant: formula {tail:.4f} s, quadrature {tail_num:.4f} s")
for (N, tox), fac in zip(cases, factors):
    print(f"N = {N:.0e} cm^-3, oxide {tox:.0f} nm: "
          f"t90/(tau*N/n_i) = {fac:.1f}")
print(f"Slowing for trap 0.1 eV off midgap = {np.cosh(0.1/dev.vt):.1f}")
print(f"At 350 K: n_i = {ni_hot:.2e} cm^-3, "
      f"t90 = {hot.fill_time(0.9, hot.full_rate):.4f} s")
print(f"Dielectric relaxation (450 cm2/Vs) = "
      f"{eps_si/(q*dev.N*450)*1e12:.1f} ps")
print(f"Trap transient (1e12 cm^-3 traps) = "
      f"{tau*1e12/(2*dev.ni)*1e6:.0f} us")
print(f"Mean electron supply to 90 % = {0.9*dev.Qf/q/t90:.2e} cm^-2 s^-1")
print(f"Electrons that quench the interface = {quench:.1e} cm^-2")
print(f"Peak silicon field at start = {F0*1e-6:.4f} MV/cm")
print(f"Final oxide field = {Fox*1e-6:.3f} MV/cm")
print(f"Field-enhanced emission, mean extra at start = {100*enh:.0f} %")
print(f"Bulk diffusion (36 cm2/Vs) / generation = {100*diffusion:.3f} %")
print(f"Perimeter (100 cm/s, radius 0.5 mm) / generation = "
      f"{100*perimeter:.2f} %")
print(f"Impact-ionization integral at start = {ionization:.0e}")
print(f"log10(oxide tunnelling / generation current) = {log_fn:.0f}")
print(f"log10(band-to-band tunnelling exponential) = {log_bb:.0f}")
print(f"Final surface density / band density 2.8e19 cm^-3 = "
      f"{dev.surface_density(dev.Qf)/2.8e19:.2f}")
print("PASS")
```

Running it gives:

```
Doping N = 1.0e+15 cm^-3; n_i = 1.0e+10 cm^-3
Oxide 50 nm; gate step 5 V from flat band; 300 K
Electron and hole lifetime = 1.0 us each
Generation lifetime tau_g = 2.0 us
Thermal voltage = 25.85 mV
Bulk potential phi_F = 0.2976 V
Oxide capacitance = 69.06 nF/cm2
Initial width W0 = 2.397 um
Final width Wf = 1.037 um
Depth a = 0.620 um; Wf/a = 1.672
Initial surface potential = 4.444 V
Final surface potential = 0.832 V
Initial capacitance = 4.07 nF/cm2
Final high-frequency capacitance = 8.72 nF/cm2
Final electron density = 1.693e+12 cm^-2
Acceptors uncovered then re-covered = 1.360e+11 cm^-2
Generation n_i/tau_g = 5.00e+15 cm^-3 s^-1
Topic estimate tau*N/n_i = 0.100 s
T0 = tau_g*N/n_i = 0.200 s
Oxide factor 1 + Cox*Wf/eps = 7.917
Time to 10 % of final charge, full rate = 0.207 s
Time to 50 % of final charge, full rate = 1.243 s
Time to 90 % of final charge, full rate = 3.306 s
Time to 99 % of final charge, full rate = 5.090 s
Width at 90 % = 1.235 um
90 % time, sharp zone = 3.490 s
90 % time, closed formula t_Z = 4.605 s
90 % time, lower bound t_Z*a/Wf = 2.754 s
Tail constant: formula 0.4734 s, quadrature 0.4640 s
N = 1e+15 cm^-3, oxide 50 nm: t90/(tau*N/n_i) = 33.1
N = 1e+15 cm^-3, oxide 100 nm: t90/(tau*N/n_i) = 17.5
N = 1e+15 cm^-3, oxide 200 nm: t90/(tau*N/n_i) = 9.6
N = 1e+16 cm^-3, oxide 50 nm: t90/(tau*N/n_i) = 12.0
Slowing for trap 0.1 eV off midgap = 23.9
At 350 K: n_i = 3.57e+11 cm^-3, t90 = 0.0883 s
Dielectric relaxation (450 cm2/Vs) = 14.4 ps
Trap transient (1e12 cm^-3 traps) = 50 us
Mean electron supply to 90 % = 4.61e+11 cm^-2 s^-1
Electrons that quench the interface = 7.0e+03 cm^-2
Peak silicon field at start = 0.0371 MV/cm
Final oxide field = 0.834 MV/cm
Field-enhanced emission, mean extra at start = 27 %
Bulk diffusion (36 cm2/Vs) / generation = 0.050 %
Perimeter (100 cm/s, radius 0.5 mm) / generation = 0.40 %
Impact-ionization integral at start = 2e-14
log10(oxide tunnelling / generation current) = -113
log10(band-to-band tunnelling exponential) = -424
Final surface density / band density 2.8e19 cm^-3 = 0.34
PASS
```
